# Density Spacing of Near-Normal Resonances in a 200 nm Graphene Cavity

## Problem

A graphene sheet is doped n-type by two identical metal contacts. A gate makes the region between them p-type, so a hole cavity lies between two parallel p-n junctions, whose midpoints are \(L=200\) nm apart. The gate changes the cavity density \(n\), while the Fermi energy under the contacts stays at 0.20 eV above the Dirac point. The carrier velocity is \(v=10^6\) m/s.

(a) Find the reflection of a carrier at exactly normal incidence, and decide in what sense "resonances of normally incident carriers" can be defined.

(b) For abrupt junctions, find the resonant densities and the spacing of adjacent resonances.

(c) Evaluate the spacing near \(n=10^{12}\ \mathrm{cm^{-2}}\).

(d) Find how the spacing changes if each junction is a linear potential ramp of width \(d=40\) nm.

(e) Estimate what oblique carriers, temperature and disorder do to the fringes.

Take the motion as ballistic and phase-coherent unless stated otherwise, with no scattering between valleys. Here \(n\) is the positive number of holes per area.

## Solution

### (a) Exactly normal incidence

The potential \(U(x)\) does not depend on \(y\), so the transverse wavenumber \(k_y\) is conserved. With \(\kappa(x)=[E-U(x)]/\hbar v\), the Dirac equation for one valley is

\[
-i\sigma_x\psi'+k_y\sigma_y\psi=\kappa\psi .
\]

Multiply by \(i\sigma_x\) and use \(\sigma_x\sigma_y=i\sigma_z\). The second term becomes \(-k_y\sigma_z\psi\), hence

\[
\psi'=M\psi,\qquad M=i\kappa\sigma_x+k_y\sigma_z .
\]

Let \(a_\pm=\psi_A\pm\psi_B\), where \(\psi_A,\psi_B\) are the two components of \(\psi\). Adding and subtracting the component equations gives

\[
a_\pm'=\pm i\kappa a_\pm+k_y a_\mp .
\]

The current is \(v\psi^\dagger\sigma_x\psi=v(|a_+|^2-|a_-|^2)/2\), so \(a_+\) carries current to the right and \(a_-\) to the left, for electrons and holes alike. At \(k_y=0\) the two equations decouple for every profile \(\kappa(x)\). A wave arriving from the left has no \(a_-\) beyond the cavity, and therefore none before it:

\[
R=0,\qquad T=1\qquad (k_y=0).
\]

This is Klein tunnelling. Strictly normal carriers have no resonances, because nothing is reflected that could interfere. What can be defined is the limit \(k_y\to0\) of the resonances at small nonzero \(k_y\): their strength vanishes, but their positions have a limit.

The conclusion has been derived for a scalar potential, and a mass term would spoil it. A mass term \(m\sigma_z\psi\) on the left of the Dirac equation, with \(m\) in wavenumber units, would add \(-m\sigma_y\) to \(M\). Since \(\sigma_y\) exchanges the eigenvectors of \(\sigma_x\), it would couple \(a_+\) to \(a_-\) even at \(k_y=0\).

### (b) Abrupt junctions

Under the contacts \(\kappa=K>0\); in the cavity \(\kappa=-k<0\). Define

\[
Q=\sqrt{K^2-k_y^2},\qquad q=\sqrt{k^2-k_y^2},
\]

with both roots real. The matrices \(\sigma_x\) and \(\sigma_z\) anticommute, so in the cavity \(M^2=-k^2+k_y^2=-q^2\). Summing the even and odd powers of the exponential gives

\[
e^{\pm ML}=\cos(qL)\pm M\,\frac{\sin(qL)}{q}.
\]

The contact modes satisfy \(M_{\rm c}\psi_\pm=\pm iQ\psi_\pm\). Writing \(\psi_\pm=(1,u_\pm)^T\), the first row reads \(k_y+iKu_\pm=\pm iQ\), so

\[
u_\pm=\frac{\pm Q+ik_y}{K},\qquad |u_\pm|=1 .
\]

Start from a transmitted wave \(\psi_+\) at the right edge and go back to the left edge:

\[
e^{-ML}\psi_+=A\psi_++B\psi_- .
\]

Here \(A\) is the incident and \(B\) the reflected amplitude. The modes carry opposite currents of equal size, so \(|A|^2-|B|^2=1\) and

\[
\frac1T=|A|^2=1+|B|^2 .
\]

To find \(B\), write \(M=M_{\rm c}-i(K+k)\sigma_x\). Neither the identity nor \(M_{\rm c}\) turns \(\psi_+\) into \(\psi_-\); only \(\sigma_x\) does. Let \(\sigma_x\psi_+=\alpha\psi_++\beta\psi_-\). In components,

\[
\alpha+\beta=u_+,\qquad \alpha u_++\beta u_-=1 .
\]

Eliminating \(\alpha\) gives

\[
\beta=\frac{u_+^2-1}{u_+-u_-}.
\]

With \(u_+=e^{i\theta}\) and \(\sin\theta=k_y/K\), the numerator is \(2i\sin\theta\,e^{i\theta}\), while the denominator is \(2Q/K\). Thus \(|\beta|=|k_y|/Q\). Since \(B=i(K+k)\beta\sin(qL)/q\),

\[
\boxed{\frac1T=1+\left[\frac{k_y(K+k)}{Qq}\right]^2\sin^2(qL)} .
\]

For \(k_y\ne0\), transmission is perfect when \(qL=\pi N\), with \(N=1,2,\ldots\). Between these points it dips, by an amount proportional to \(k_y^2\) near normal incidence.

Two spins and two valleys fill a disc of radius \(k\), so

\[
n=4\,\frac{\pi k^2}{(2\pi)^2}=\frac{k^2}{\pi}.
\]

Insert \(k^2=k_y^2+q^2\) and the resonance condition:

\[
n_N=\frac1\pi\left[k_y^2+\left(\frac{\pi N}{L}\right)^2\right].
\]

Subtracting neighbours at the same \(k_y\) removes \(k_y\), and \((N+1)^2-N^2=2N+1\):

\[
\boxed{n_{N+1}-n_N=\frac{\pi(2N+1)}{L^2}} .
\]

In the limit \(k_y\to0\), the mean wavenumber of the pair is \(k_{\rm mid}=\pi(N+\tfrac12)/L\), so the same spacing is \(2k_{\rm mid}/L\). Evaluated at a chosen density, it becomes

\[
\boxed{\Delta n=\frac{2k}{L}=\frac{2\sqrt{\pi n}}{L}} .
\]

The velocity and contact doping have dropped out: in this abrupt model they do not affect the spacing in density.

### (c) Numbers

Since \(10^{12}\ \mathrm{cm^{-2}}=0.01\ \mathrm{nm^{-2}}\),

\[
k=\sqrt{0.01\pi}=0.1772\ \mathrm{nm^{-1}},\qquad \frac{kL}{\pi}=11.28 .
\]

The target lies between \(N=11\) and \(N=12\). For \(k_y\to0\),

\[
n_{11}=\frac{121\pi}{200^2}\ \mathrm{nm^{-2}}=9.50\times10^{11}\ \mathrm{cm^{-2}},
\]
\[
n_{12}=\frac{144\pi}{200^2}\ \mathrm{nm^{-2}}=1.131\times10^{12}\ \mathrm{cm^{-2}} .
\]

Their separation is \(23\pi/200^2\ \mathrm{nm^{-2}}=1.81\times10^{11}\ \mathrm{cm^{-2}}\). The local formula at the target gives

\[
\Delta n=\frac{2(0.1772)}{200}\ \mathrm{nm^{-2}}
=1.77\times10^{11}\ \mathrm{cm^{-2}}
=1.77\times10^{15}\ \mathrm{m^{-2}} .
\]

The two values differ because the midpoint of this pair lies above the target. The answer for abrupt junctions is about \(1.8\times10^{11}\ \mathrm{cm^{-2}}\).

The fringes near normal incidence are weak. The contact wavenumber is \(K=0.3039\ \mathrm{nm^{-1}}\). At \(k_y=0.03\ \mathrm{nm^{-1}}\), about \(10^\circ\) from the normal inside the cavity, the factor multiplying \(\sin^2(qL)\) is 0.075, and \(T\) falls only to about 0.93 between resonances.

Direct numerical integration of the Dirac equation at \(k_y=0.01\), 0.03 and 0.06 nm\(^{-1}\) gave \(1.8064\times10^{11}\ \mathrm{cm^{-2}}\) for the separation of this pair in all three cases. The transmission differed from the boxed formula by at most \(1.5\times10^{-5}\).

### (d) Junctions of finite width

Let \(\kappa\) fall linearly from \(K\) to \(-k\) over a width \(d\), and rise again in the same way at the other junction. The magnitude of its slope is \(s=(K+k)/d\). To first order in \(k_y\), take \(a_+=c\,e^{i\varphi}\) with \(\varphi'=\kappa\) and constant \(c\), and write \(a_-=b\,e^{-i\varphi}\). The equation for \(a_-\) becomes

\[
b'=k_yc\,e^{2i\varphi}.
\]

The reflected amplitude is therefore proportional to \(k_y\int e^{2i\varphi}dx\). The oscillating end terms in the contacts belong to the small \(a_-\) part of a contact mode and are not reflection.

The main contributions come from the two points where \(\kappa=0\), since the phase is stationary there. At the first, \(\varphi\simeq\varphi_1-s(x-x_1)^2/2\), which contributes \(\sqrt{\pi/s}\,e^{2i\varphi_1-i\pi/4}\). At the second, the curvature has the opposite sign and the phase is \(\varphi_1-\Phi\), where \(\Phi=\int|\kappa|dx\) between the zeros. The sum is

\[
\sqrt{\frac{\pi}{s}}\left[e^{2i\varphi_1-i\pi/4}+e^{2i(\varphi_1-\Phi)+i\pi/4}\right]
=2\sqrt{\frac{\pi}{s}}\;e^{i(2\varphi_1-\Phi)}\cos\!\left(\Phi-\frac{\pi}{4}\right).
\]

Reflection vanishes when \(\Phi=\pi(N+\tfrac34)\). The offset \(\tfrac34\) moves the ladder, but adjacent zeros still differ by \(\pi\) in \(\Phi\).

The flat part of the cavity contributes \(k(L-d)\) to \(\Phi\). Each ramp contributes a triangle of area \(k^2/(2s)\). Hence

\[
\Phi=k(L-d)+\frac{k^2d}{K+k}.
\]

Differentiate at fixed \(K\), \(L\) and \(d\):

\[
L_{\rm eff}=\frac{d\Phi}{dk}
=L-d+d\,\frac{k^2+2kK}{(K+k)^2}
=L-d\left(\frac{K}{K+k}\right)^2 .
\]

Over one spacing \(L_{\rm eff}\) changes little, so \(\Delta k\simeq\pi/L_{\rm eff}\). From \(n=k^2/\pi\), the density difference is \(2k_{\rm mid}\Delta k/\pi\), giving

\[
\Delta n\simeq\frac{2k_{\rm mid}}{L_{\rm eff}} .
\]

As \(d\to0\), the abrupt spacing returns. The true offset then rises from about \(\tfrac34\) to 1, which is the same ladder as the abrupt offset of zero with \(N\) relabelled. The value \(\tfrac34\) does not show this, because stationary phase fails when the ramp is short compared with the wavelength.

At the target \(L_{\rm eff}=184.0\) nm, so the local spacing becomes \(2(0.1772)/184.0\ \mathrm{nm^{-2}}=1.93\times10^{11}\ \mathrm{cm^{-2}}\), about 9% above the abrupt value. Numerical integration at \(k_y=0.005\ \mathrm{nm^{-1}}\) places the surrounding reflection zeros at \(9.78\times10^{11}\) and \(1.178\times10^{12}\ \mathrm{cm^{-2}}\). Their separation is \(1.997\times10^{11}\), against \(1.993\times10^{11}\ \mathrm{cm^{-2}}\) from the formula at the midpoint of that pair. The fractional part of \(\Phi/\pi\) at the zeros found lies between 0.744 and 0.749. About 0.005 of this comes from the finite \(k_y\), which \(\Phi\) leaves out; at \(k_y=0.001\ \mathrm{nm^{-1}}\) the zeros near the target give 0.740 to 0.743, still close to the predicted 0.75.

### (e) What a conductance measurement would add

**Oblique carriers.** Conductance sums over \(k_y\). For the 40 nm ramps, the sum calculated up to \(|k_y|=0.12\ \mathrm{nm^{-1}}\), after subtraction of a smooth background, has maxima at \(8.43\times10^{11}\) and \(1.028\times10^{12}\ \mathrm{cm^{-2}}\). Their spacing is \(1.85\times10^{11}\), compared with \(1.87\times10^{11}\ \mathrm{cm^{-2}}\) from \(2k_{\rm mid}/L_{\rm eff}\) for this pair. The last digit of these values depends on the cutoff and the background. Summing to \(0.16\ \mathrm{nm^{-1}}\) on a finer mesh moves the lower maximum to \(8.41\times10^{11}\ \mathrm{cm^{-2}}\), and the spacing then lies between \(1.85\times10^{11}\) and \(1.88\times10^{11}\ \mathrm{cm^{-2}}\), depending on the background removed. The maxima do not coincide with the near-normal zeros, but the spacing rule survives to about 1% for this pair. For densities between \(0.6\times10^{12}\) and \(1.5\times10^{12}\ \mathrm{cm^{-2}}\), the peak-to-peak fringe is about a quarter of the mean conductance before thermal and disorder averaging; the exact figure depends on the background subtracted.

**Temperature.** In the abrupt cavity, the round-trip phase \(2kL\) changes by \(2\pi\) over

\[
\Delta E=\frac{\pi\hbar v}{L}=10.3\ \mathrm{meV}.
\]

Thermal averaging multiplies the first harmonic by

\[
F=\int_{-\infty}^{\infty}\frac{e^{iaz}}{4\cosh^2(z/2)}dz,\qquad a=\frac{2\pi k_BT_{\rm e}}{\Delta E},
\]

where \(T_{\rm e}\) is the electron temperature. Shifting the contour by \(2\pi i\) multiplies the integral by \(e^{-2\pi a}\). The enclosed double pole at \(i\pi\) has residue \(-ia e^{-\pi a}\). Thus \(F(1-e^{-2\pi a})=2\pi a e^{-\pi a}\), or

\[
F=\frac{\pi a}{\sinh(\pi a)} .
\]

This is 0.93 at 4 K and \(8\times10^{-5}\) at 77 K, so the fringes require low temperature.

**Disorder.** A density change \(\delta n\) shifts the round-trip phase by \(2\pi\delta n/\Delta n\), to first order. If parallel parts of the device have a Gaussian density spread \(\sigma\), the first harmonic is multiplied by \(\exp[-2\pi^2(\sigma/\Delta n)^2]\). For \(\sigma=2\times10^{10}\ \mathrm{cm^{-2}}\), this is 0.78 with the abrupt spacing and 0.81 with the spacing of the 40 nm ramps.

For scattering, equate the conductivities \(ne\mu\) and \((2e^2/h)k\ell\), where \(\mu\) is the mobility. With \(n=k^2/\pi\), the transport mean free path is \(\ell=\hbar k\mu/e\). A mobility of \(10^5\ \mathrm{cm^2/Vs}\) gives 1.17 µm, so a 400 nm round trip is 0.34 of \(\ell\). Ballistic motion is a reasonable first model, but not a perfect one. The transport length discounts small-angle scattering, which still scrambles the interference phase, so the length that limits the fringes can be shorter.

**Relation to real devices.** The parameters are illustrative. A real ramp need not be linear, and its width and position can change with gate voltage; the 9% shift belongs to the stated 40 nm ramp held fixed. The length \(L\) in these formulas is the distance between junction midpoints, which need not equal the gap between metal edges; for the finite ramps of part (d), the spacing is set by \(L_{\rm eff}\). In the abrupt formula, a 10% longer cavity gives a spacing about 9% smaller at the same density. By contrast, a nearest-neighbour tight-binding calculation along one lattice direction (zigzag) lowers the spacing by only about 0.01%; along the armchair direction it raises it by about 0.02%. Further values are in the numerical output.

## Calculated quantities

```
Cavity length: 200 nm
Target density: 1.000e+12 cm^-2
Velocity: 1.00e+06 m/s
Contact Fermi energy: 0.20 eV
Contact wavenumber K: 0.3039 nm^-1
Cavity wavenumber k: 0.1772 nm^-1
Cavity Fermi energy magnitude: 116.7 meV
kL/pi at target: 11.284
Lower resonance order: 11
Lower resonance density, ky to 0: 9.5033e+11 cm^-2
Upper resonance density, ky to 0: 1.1310e+12 cm^-2
Spacing of this pair: 1.8064e+11 cm^-2
Local spacing at target: 1.7725e+11 cm^-2
Local spacing at target: 1.7725e+15 m^-2
Largest numerical R at normal incidence: 0.0e+00
Largest error of transmission formula: 1.5e-05
Largest error of ladder densities: 2.5e+06 cm^-2
Numerical pair spacing at ky=0.01 nm^-1: 1.8064e+11 cm^-2
Numerical pair spacing at ky=0.03 nm^-1: 1.8064e+11 cm^-2
Numerical pair spacing at ky=0.06 nm^-1: 1.8064e+11 cm^-2
Junction width: 40 nm
Effective length at target: 184.0 nm
Smooth-junction lower zero: 9.7815e+11 cm^-2
Smooth-junction upper zero: 1.1778e+12 cm^-2
Smooth-junction numerical spacing: 1.9969e+11 cm^-2
Smooth-junction predicted spacing: 1.9930e+11 cm^-2
Smallest phase fraction Phi/pi: 0.744
Largest phase fraction Phi/pi: 0.749
Lower conductance maximum: 8.427e+11 cm^-2
Upper conductance maximum: 1.028e+12 cm^-2
Conductance-fringe spacing: 1.854e+11 cm^-2
Predicted conductance spacing: 1.865e+11 cm^-2
Fringe peak-to-peak / mean conductance: 26.2 %
Energy spacing: 10.34 meV
Thermal factor at 4 K: 0.931
Thermal factor at 77 K: 7.98e-05
Density spread: 2.0e+10 cm^-2
Density-spread factor: 0.778
Mobility: 1.0e+05 cm^2/Vs
Transport mean free path: 1167 nm
Round trip / mean free path: 0.343
Lattice constant: 0.246 nm
Lattice correction to spacing: -0.0119 %
```
